# Atomic natural orbital contraction as a maximum of retained occupation: a program that tests the result

```python
# Result under test: among contractions that keep n_l radial functions per l
# (each with all 2l+1 components), the retained occupation Tr(P gamma) is
# largest for the leading eigenvectors of the spherically averaged density:
#     S_l D_l S_l c = eta S_l c,   D_l = average over m of the (l,m) blocks.
# gamma: spin-summed one-particle density of a correlated atomic state,
# D: its matrix in the primitives, S: overlap, P: projector on kept functions,
# eta: occupation per function. Atom: boron, frozen 1s, valence full CI.
import numpy as np
from scipy.linalg import eigh, block_diag
from scipy.optimize import minimize
from pyscf import gto, scf, ao2mo, fci
from pyscf.fci import cistring

exps = {0: [0.07 * 3.5**k for k in range(8)],
        1: [0.09 * 3.2**k for k in range(4)],
        2: [0.20 * 4.0**k for k in range(2)]}
basis = [[l, [e, 1.0]] for l in exps for e in exps[l]]
mol = gto.M(atom='B 0 0 0', charge=1, spin=0, basis={'B': basis}, verbose=0)
S = mol.intor('int1e_ovlp')
h = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
eri = mol.intor('int2e', aosym='s8')
nao = S.shape[0]
mf = scf.RHF(mol)
mf.conv_tol = 1e-13
mf.kernel()
assert mf.converged

# index[l][a, m] = position of component m of radial primitive a
index, start = {}, 0
for l in exps:
    n = len(exps[l]) * (2 * l + 1)
    index[l] = np.arange(start, start + n).reshape(-1, 2 * l + 1)
    start += n
assert start == nao


def valence_fci(C, nroots):
    """Full CI of 3 valence electrons; column 0 of C is the frozen 1s."""
    core, act = C[:, :1], C[:, 1:]
    dm = 2 * core @ core.T
    vj, vk = scf.hf.dot_eri_dm(eri, dm, hermi=1)
    v = vj - vk / 2
    e_core = np.sum(dm * (h + v / 2))
    solver = fci.direct_spin1.FCISolver()
    solver.conv_tol, solver.max_cycle = 1e-11, 200
    solver.pspace_size = 1200 if nroots > 1 else 400
    norb = act.shape[1]
    e, ci = solver.kernel(act.T @ (h + v) @ act, ao2mo.kernel(eri, act),
                          norb, (2, 1), nroots=nroots, ecore=e_core)
    return np.atleast_1d(e), ci, solver


# Reference state and its density, built from the three-electron amplitude
C_ref = mf.mo_coeff
e_ref, ci, solver = valence_fci(C_ref, 1)
e_ref = e_ref[0]
norb = nao - 1
spin_sq = solver.spin_square(ci, norb, (2, 1))[0]
assert abs(spin_sq - 0.75) < 1e-6
occ = cistring.gen_occslst(range(norb), 2)
amp = np.zeros((norb, norb, norb))      # (alpha, alpha, beta)
amp[occ[:, 0], occ[:, 1]] = np.asarray(ci) / np.sqrt(2)
amp[occ[:, 1], occ[:, 0]] = -np.asarray(ci) / np.sqrt(2)
flat_a = amp.reshape(norb, -1)
flat_b = amp.reshape(-1, norb)
gamma_val = 2 * flat_a @ flat_a.T + flat_b.T @ flat_b
assert np.allclose(gamma_val, solver.make_rdm1(ci, norb, (2, 1)), atol=1e-9)
D = C_ref @ block_diag([[2.0]], gamma_val) @ C_ref.T
n_elec = np.sum(D * S)
assert abs(n_elec - 5) < 1e-8

# Spherical average: m-average formula against quadrature over rotations
w, V = np.linalg.eigh(S)
S_half, S_inv_half = (V * np.sqrt(w)) @ V.T, (V / np.sqrt(w)) @ V.T
G = S_half @ D @ S_half                 # density in orthonormal functions
G_formula = np.zeros_like(G)
for l, ix in index.items():
    radial = sum(G[np.ix_(ix[:, m], ix[:, m])] for m in range(2*l+1)) / (2*l+1)
    G_formula[np.ix_(ix.ravel(), ix.ravel())] = np.kron(radial, np.eye(2*l+1))
Q = np.zeros((5, 3, 3))                 # d functions: xy, yz, z2, xz, x2-y2
for k, (i, j) in {0: (0, 1), 1: (1, 2), 3: (0, 2)}.items():
    Q[k, i, j] = Q[k, j, i] = 1 / np.sqrt(2)
Q[2] = np.diag([-1, -1, 2]) / np.sqrt(6)
Q[4] = np.diag([1, -1, 0]) / np.sqrt(2)


def rot_z(a):
    c, s = np.cos(a), np.sin(a)
    return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])


def rot_y(a):
    c, s = np.cos(a), np.sin(a)
    return np.array([[c, 0, s], [0, 1.0, 0], [-s, 0, c]])


angles = 2 * np.pi * np.arange(6) / 6
nodes, weights = np.polynomial.legendre.leggauss(4)
G_quad = np.zeros_like(G)
for x, wt in zip(nodes, weights):
    for a in angles:
        for b in angles:
            R = rot_z(a) @ rot_y(np.arccos(x)) @ rot_z(b)
            R2 = np.einsum('kij,nij->kn', Q, R @ Q @ R.T)
            U = block_diag(np.eye(len(exps[0])),
                           np.kron(np.eye(len(exps[1])), R),
                           np.kron(np.eye(len(exps[2])), R2))
            G_quad += wt / 2 / 36 * U @ G @ U.T
quad_error = np.max(abs(G_quad - G_formula))
change = np.max(abs(G - G_formula))
sd_before = np.max(abs(G[np.ix_(index[0].ravel(), index[2].ravel())]))
assert quad_error < 1e-11 and change > 0.1

# Generalized eigenproblem in the primitives
eta, ano, S_rad, D_rad = {}, {}, {}, {}
for l, ix in index.items():
    S_rad[l] = S[np.ix_(ix[:, 0], ix[:, 0])]
    D_rad[l] = sum(D[np.ix_(ix[:, m], ix[:, m])]
                   for m in range(2*l+1)) / (2*l+1)
    val, vec = eigh(S_rad[l] @ D_rad[l] @ S_rad[l], S_rad[l])
    eta[l], ano[l] = val[::-1], vec[:, ::-1]
all_eta = np.sort(np.concatenate([np.repeat(eta[l], 2*l+1) for l in eta]))
assert np.allclose(all_eta, np.linalg.eigvalsh(G_quad), atol=1e-9)


def expand(radials, sizes):
    cols = []
    for l, n in enumerate(sizes):
        for a in range(n):
            for m in range(2 * l + 1):
                c = np.zeros(nao)
                c[index[l][:, m]] = radials[l][:, a]
                cols.append(c)
    return np.array(cols).T


def retained(C, dens=D):
    return np.trace(C.T @ S @ dens @ S @ C)


# Direct maximization with the unaveraged density, from random starts
sizes = (3, 2, 1)
C_ano = expand(ano, sizes)
kept = retained(C_ano)
eta_sum = sum((2*l+1) * eta[l][:n].sum() for l, n in enumerate(sizes))
assert abs(kept - eta_sum) < 1e-9


def minus_retained(x):
    blocks, pos = [], 0
    for l, n in enumerate(sizes):
        rows = len(exps[l])
        q = np.linalg.qr(x[pos:pos + rows * n].reshape(rows, n))[0]
        blocks.append(np.kron(q @ q.T, np.eye(2*l+1)))
        pos += rows * n
    return -np.sum(block_diag(*blocks) * G)


rng = np.random.default_rng(3)
n_par = sum(len(exps[l]) * n for l, n in enumerate(sizes))
found = [-minimize(minus_retained, rng.normal(size=n_par), method='BFGS',
                   options={'gtol': 1e-6}).fun for _ in range(2)]
assert max(found) <= eta_sum + 1e-9
assert abs(max(found) - eta_sum) < 1e-6

# Distribution over l: every selection of shells against ordering by eta
shells = sorted([(eta[l][a], l, a) for l in eta for a in range(len(eta[l]))],
                reverse=True)
dim = np.array([2 * l + 1 for _, l, _ in shells])
shell_occ = np.array([e for e, _, _ in shells]) * dim
bits = (np.arange(2**len(shells))[:, None] >> np.arange(len(shells))) & 1
sub_dim, sub_occ = bits @ dim, bits @ shell_occ
best = np.array([sub_occ[sub_dim <= M].max() for M in range(nao + 1)])
cum_dim, cum_occ = np.cumsum(dim), np.cumsum(shell_occ)
assert np.allclose(best[cum_dim], cum_occ, atol=1e-10)
skip_fails = []
for M in range(1, nao + 1):
    room, got = M, 0.0
    for d, o in zip(dim, shell_occ):
        if d <= room:
            room, got = room - d, got + o
    if best[M] - got > 1e-8:
        skip_fails.append(M)

# Lost norm of the wave function against lost occupation
act = C_ref[:, 1:]
T = act.T @ S @ C_ano
P_act = T @ T.T
proj = np.einsum('pa,qb,rc,abc->pqr', P_act, P_act, P_act, amp, optimize=True)
lost_norm = 1 - np.sum(proj**2)
lost = n_elec - kept
assert lost / 3 - 1e-9 <= lost_norm <= lost + 1e-9

# Energies in contracted sets
table = []
for sz in [(2, 1, 0), (3, 2, 0), (3, 2, 1), (4, 3, 2)]:
    C = expand(ano, sz)
    e = valence_fci(C, 1 if sz == (4, 3, 2) else 4)[0]
    assert e[0] > e_ref - 1e-8
    if len(e) > 1:
        assert e[2] - e[0] < 1e-7 and e[3] - e[2] > 0.01
    if sz == sizes:
        e_ano = e
    table.append((sz, C.shape[1], n_elec - retained(C), e[0] - e_ref))

# Same size from B+ Hartree-Fock orbitals, and from unaveraged orbitals
F = mf.get_fock()
hf_rad = {l: eigh(F[np.ix_(ix[:, 0], ix[:, 0])], S_rad[l])[1]
          for l, ix in index.items()}
C_hf = expand(hf_rad, sizes)
e_hf = valence_fci(C_hf, 4)[0]
assert retained(C_hf) < kept and e_hf[0] > e_ano[0]
no_occ, no_vec = np.linalg.eigh(G)
no_occ, no_vec = no_occ[::-1], no_vec[:, ::-1]
C_no = S_inv_half @ no_vec[:, :C_ano.shape[1]]
e_no = valence_fci(C_no, 4)[0]
D_avg = S_inv_half @ G_formula @ S_inv_half
assert retained(C_no) >= kept - 1e-9
assert retained(C_no, D_avg) <= all_eta[::-1][:C_no.shape[1]].sum() + 1e-9
split_ano, split_no = e_ano[2] - e_ano[0], e_no[2] - e_no[0]
assert split_no > 1e-5 > split_ano

for l in exps:
    print(f"{'spd'[l]} exponents (bohr^-2):",
          ' '.join(f'{e:.4f}' for e in exps[l]))
print(f'primitive functions: {nao}; determinants: {np.size(ci)}')
print(f'reference energy: {e_ref:.6f} hartree; <S^2> = {spin_sq:.4f}')
print(f'electrons Tr(DS): {n_elec:.6f}')
print('unaveraged natural occupations (first 8):',
      ' '.join(f'{x:.5f}' for x in no_occ[:8]))
print(f'largest s-d element before averaging: {sd_before:.5f}')
print(f'largest change by averaging: {change:.5f}')
print(f'rotation quadrature minus m-average, max: {quad_error:.1e}')
print('shells by eta: label, eta, (2l+1)eta, functions so far, lost so far')
for k, (e, l, a) in enumerate(shells):
    print(f"  {a+1+l}{'spd'[l]} {e:.6f} {shell_occ[k]:.6f} "
          f'{cum_dim[k]:3d} {n_elec - cum_occ[k]:.6f}')
print('sizes where fill-and-skip by eta is not optimal:', skip_fails)
d_exps = [mol.bas_exp(i)[0] for i in range(mol.nbas)
          if mol.bas_angular(i) == 2]
print(f'd block, exponents in order: {d_exps[0]:.3f} {d_exps[1]:.3f} bohr^-2')
print(f'  overlap S12 = {S_rad[2][0, 1]:.6f}')
print(f'  averaged D11, D12, D22 = {D_rad[2][0, 0]:.8f} '
      f'{D_rad[2][0, 1]:.8f} {D_rad[2][1, 1]:.8f}')
print(f'  eta1, eta2 = {eta[2][0]:.8f} {eta[2][1]:.8f}')
c_d = ano[2][:, 0] * np.sign(ano[2][0, 0])
print(f'  first d contraction coefficients: {c_d[0]:.5f} {c_d[1]:.5f}')
print(f'3s2p1d retained, eigenvalue sum: {eta_sum:.8f} electrons')
print('3s2p1d retained, direct maximization:',
      ' '.join(f'{x:.8f}' for x in found), 'electrons')
print(f'3s2p1d lost occupation: {lost:.6f}; a third of it: {lost/3:.6f}')
print(f'3s2p1d lost norm of wave function: {lost_norm:.6f}')
print('natural contractions: size, functions, lost occ., error (mhartree)')
for sz, nf, lo, de in table:
    print(f'  {sz[0]}s{sz[1]}p{sz[2]}d {nf:3d} {lo:.6f} {1000*de:.3f}')
print(f'B+ HF orbitals 3s2p1d: lost {n_elec - retained(C_hf):.6f}, '
      f'error {1000*(e_hf[0] - e_ref):.3f} mhartree')
print(f'unaveraged orbitals, {C_no.shape[1]} functions: lost '
      f'{n_elec - retained(C_no):.6f} (this orientation)')
print(f'  lost, mean over orientations: '
      f'{n_elec - retained(C_no, D_avg):.6f}')
print('  errors of the three components (mhartree):',
      ' '.join(f'{1000*(x - e_ref):.3f}' for x in e_no[:3]))
print(f'splitting of 2P: averaged {1000*abs(split_ano):.1e}, '
      f'unaveraged {1000*split_no:.3f} mhartree')
print('all good')
```

Output:

```
s exponents (bohr^-2): 0.0700 0.2450 0.8575 3.0013 10.5044 36.7653 128.6786 450.3751
p exponents (bohr^-2): 0.0900 0.2880 0.9216 2.9491
d exponents (bohr^-2): 0.2000 0.8000
primitive functions: 30; determinants: 11774
reference energy: -24.577927 hartree; <S^2> = 0.7500
electrons Tr(DS): 5.000000
unaveraged natural occupations (first 8): 2.00000 1.87596 0.98428 0.05197 0.05197 0.01059 0.00646 0.00646
largest s-d element before averaging: 0.00700
largest change by averaging: 0.23409
rotation quadrature minus m-average, max: 1.3e-15
shells by eta: label, eta, (2l+1)eta, functions so far, lost so far
  1s 2.000000 2.000000   1 3.000000
  2s 1.875878 1.875878   2 1.124122
  2p 0.361594 1.084782   5 0.039340
  3s 0.006961 0.006961   6 0.032379
  3d 0.004390 0.021951  11 0.010428
  3p 0.003093 0.009279  14 0.001149
  4s 0.000227 0.000227  15 0.000922
  4p 0.000215 0.000644  18 0.000278
  4d 0.000048 0.000239  23 0.000039
  5p 0.000012 0.000037  26 0.000002
  5s 0.000002 0.000002  27 0.000000
  6s 0.000000 0.000000  28 0.000000
  7s 0.000000 0.000000  29 0.000000
  8s 0.000000 0.000000  30 0.000000
sizes where fill-and-skip by eta is not optimal: [8, 10, 13, 17]
d block, exponents in order: 0.200 0.800 bohr^-2
  overlap S12 = 0.457947
  averaged D11, D12, D22 = 0.00275397 0.00118072 0.00060254
  eta1, eta2 = 0.00439018 0.00004775
  first d contraction coefficients: 0.78758 0.35333
3s2p1d retained, eigenvalue sum: 4.99885126 electrons
3s2p1d retained, direct maximization: 4.99885126 4.99885126 electrons
3s2p1d lost occupation: 0.001149; a third of it: 0.000383
3s2p1d lost norm of wave function: 0.000959
natural contractions: size, functions, lost occ., error (mhartree)
  2s1p0d   5 0.039340 38.167
  3s2p0d   9 0.023100 25.991
  3s2p1d  14 0.001149 2.979
  4s3p2d  23 0.000039 0.307
B+ HF orbitals 3s2p1d: lost 0.004551, error 11.725 mhartree
unaveraged orbitals, 14 functions: lost 0.000594 (this orientation)
  lost, mean over orientations: 0.018943
  errors of the three components (mhartree): 1.528 14.682 23.774
splitting of 2P: averaged 7.1e-12, unaveraged 22.245 mhartree
all good
```
